# The A, B and C terms of magnetic circular dichroism in atoms

Send light through a thin, dilute sample along a magnetic field, first with one circular polarization and then with the other. For electric dipole absorption in a system invariant under time reversal, the two spectra coincide without the field (the weak zero-field dichroism of chiral samples comes from higher multipoles and is not treated here); with the field they differ. The difference may change sign at the centre of a line, or it may have the shape of the line itself. It may be indifferent to temperature, or it may grow on cooling. How does one weak field produce these different signals, and what fixes their signs and sizes?

## Setting and conventions

Hartree atomic units are used. The field $B$ and the light's direction of travel are both along $+z$. The Hamiltonian is

$$H=H_0+bM,\qquad b=\mu_B B,\qquad M=L_z+2S_z .$$

The spin $g$-factor is set to 2, about 0.1% below its actual value. The diamagnetic energy is quadratic in $B$ and does not enter at first order.

Let $\mathbf r$ be the sum of the electron positions and $r_\pm=(x\pm iy)/\sqrt2$, so that $r_+^\dagger=r_-$. Since $[L_z,r_\pm]=\pm r_\pm$, the operator $r_+$ raises the magnetic quantum number by one and $r_-$ lowers it by one. The label $q=+1$ means positive helicity, called left circular here; $q=-1$ means negative helicity. I write $r_q$ for $r_\pm$.

The assumptions are these.

1. Absorption is by electric dipole transitions, from a level $A$ with $g$ states to a level $J$. Only $A$ is thermally populated.
2. The absorbers are independent, and the light keeps its polarization along the path, so each polarization is absorbed with its own cross-section. For an oriented sample of low symmetry this requires a thin sample, since linear dichroism and birefringence otherwise convert one circular polarization into the other.
3. $H_0$ is invariant under time reversal.
4. Each transition has the same smooth normalized line shape $f$, with zero mean. The field shifts $f$ without deforming it.
5. $b$ is small compared with the linewidth, with $kT$ and with the energy gaps to other levels.

## Two lemmas

**Lemma 1 (cross-section).** The absorption cross-section for helicity $q$ is

$$\sigma_q(\omega)=\frac{4\pi^2\omega}{c}S_q(\omega),\qquad S_q=\sum_{a,j}p_a|\langle j|r_q|a\rangle|^2f(\omega-\omega_{ja}),$$

where $p_a$ is the population of state $a$ and $\omega_{ja}=E_j-E_a$.

*Proof.* Take $\mathbf E(t)=\mathrm{Re}[E_0\mathbf e_qe^{-i\omega t}]$ with $\mathbf e_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$. For $q=+1$ the field is proportional to $(\cos\omega t,\sin\omega t)$, which rotates in the positive sense about the direction of travel: positive helicity. The electron charge is $-1$, so the interaction is

$$\mathbf r\cdot\mathbf E=\tfrac12E_0r_qe^{-i\omega t}+\text{h.c.}$$

The first part causes absorption. The golden rule gives the rate

$$2\pi\,\frac{E_0^2}{4}|\langle j|r_q|a\rangle|^2\delta(\omega-\omega_{ja}).$$

The mean square field is $E_0^2/2$, so the intensity is $(c/4\pi)(E_0^2/2)=cE_0^2/8\pi$. Multiplying the rate by the photon energy $\omega$ and dividing by the intensity gives

$$\omega\,\frac{\pi E_0^2}{2}\,\frac{8\pi}{cE_0^2}=\frac{4\pi^2\omega}{c}$$

times the squared matrix element and the delta function. Broadening replaces the delta function by $f$, and the populations weight the initial states. $\square$

**Lemma 2 (zero field).** Let $P_A,P_J$ project on the two levels at $B=0$. Then $\mathrm{Tr}\,P_AM=0$, and $T_q=\mathrm{Tr}(P_Jr_qP_Ar_q^\dagger)$ obeys $T_+=T_-$.

*Proof.* Time reversal $\Theta$ is antiunitary, so $\mathrm{Tr}(\Theta X\Theta^{-1})=(\mathrm{Tr}\,X)^*$. It leaves the projectors and $\mathbf r$ unchanged and reverses $M$. It also changes $i$ to $-i$, hence exchanges $r_+$ and $r_-$. The trace of $P_AM$ is real and must equal its own negative, so it vanishes. The same operation turns $T_+$ into $T_-$; both are real, so they are equal. $\square$

## The theorem

In each level choose states that diagonalize $M$ within that level, with diagonal elements $M_{aa}$ and $M_{jj}$. Define

$$\Delta_{ja}=|\langle j|r_+|a\rangle|^2-|\langle j|r_-|a\rangle|^2 .$$

**Theorem.** Under the assumptions above, at zero field $(S_++S_-)/2=\mathcal D f$, and to first order in $b$

$$S_+-S_-=b\left[\mathcal A(-f')+\left(\mathcal B+\frac{\mathcal C}{kT}\right)f\right],$$

where $f$ and $f'$ are taken at $\omega-\omega_{JA}$ and

$$\mathcal D=\frac1{2g}\sum_{a,j,q}|\langle j|r_q|a\rangle|^2,$$

$$\mathcal A=\frac1g\sum_{a,j}(M_{jj}-M_{aa})\Delta_{ja},\qquad
\mathcal C=-\frac1g\sum_{a,j}M_{aa}\Delta_{ja},$$

$$\mathcal B=-\frac2g\,\mathrm{Re}\sum_{a,j,q}q\,\langle j|r_q|a\rangle^*\left[\sum_{k\notin J}\frac{\langle j|M|k\rangle\langle k|r_q|a\rangle}{E_k-E_J}+\sum_{k\notin A}\frac{\langle j|r_q|k\rangle\langle k|M|a\rangle}{E_k-E_A}\right].$$

*Proof.* The expression for $\mathcal D$ is Lemma 1 with $p_a=1/g$. In the field, three things change.

*Energies.* The transition energy becomes $\omega_{JA}+b(M_{jj}-M_{aa})+O(b^2)$. A shift of the line to higher energy subtracts from the argument of $f$, so

$$f(\omega-\omega_{ja})=f-b(M_{jj}-M_{aa})f'+O(b^2).$$

*Populations.* The Boltzmann factor is $1-bM_{aa}/kT$ to first order. Its sum over $A$ is $g$, because $\mathrm{Tr}\,P_AM=0$. Hence $p_a=(1-bM_{aa}/kT)/g$.

Inserting both in Lemma 1 gives

$$S_q=\frac1g\sum_{a,j}|\langle j|r_q|a\rangle|^2\left[f-b(M_{jj}-M_{aa})f'-\frac{bM_{aa}}{kT}f\right].$$

In the last two terms $b$ already appears, so zero-field states suffice. Subtracting $q=-1$ from $q=+1$ produces $b\mathcal A(-f')$ and $b\,\mathcal Cf/kT$.

*States.* In the first term the matrix elements are needed to first order. The sum over the two levels is $\mathrm{Tr}(P_J(b)r_qP_A(b)r_q^\dagger)$, which depends on the projectors alone; mixing among states of the same level drops out. For $k\notin J$, the Schrödinger equation at first order reads

$$(E_k-E_J)\langle k|\delta j\rangle+b\langle k|M|j\rangle=0 .$$

With $R_J=\sum_{k\notin J}|k\rangle\langle k|/(E_k-E_J)$, therefore,

$$\delta P_J=\sum_j\big(|\delta j\rangle\langle j|+|j\rangle\langle\delta j|\big)=-b\,(R_JMP_J+P_JMR_J),$$

and likewise for $A$. The trace changes by

$$\mathrm{Tr}(\delta P_J\,r_qP_Ar_q^\dagger)+\mathrm{Tr}(P_Jr_q\,\delta P_A\,r_q^\dagger).$$

In each trace the two parts of $\delta P$ are complex conjugates, which gives $-2b\,\mathrm{Re}$ of one of them. Written out in states, multiplied by $q/g$ and summed over $q$, this is $b\mathcal B$. The part independent of $b$ cancels in the difference by Lemma 2. $\square$

**Remark (meaning).** The $\mathcal A$ term compares two nearly coincident lines displaced in opposite directions, hence the derivative. It needs a magnetic moment in $A$ or $J$. The $\mathcal C$ term comes from unequal populations of the ground states and needs a moment in $A$. By Lemma 2, a level with one state has no moment. The $\mathcal B$ term comes from admixture of other levels, needs no degeneracy, and does not depend on temperature as long as $A$ alone is populated.

**Remark (failure).** If $b$ reaches the linewidth, the Zeeman components must be treated as separate lines. If it reaches a level gap, the states must be found by diagonalization. If it reaches $kT$, the populations must not be linearized.

The numerical check drives an atom with a circular pulse to test Lemma 1. It tests the theorem by exact diagonalization of a low-symmetry model in which $\mathcal A$, $\mathcal C$ and both parts of $\mathcal B$ are nonzero. The largest deviation is $4\times10^{-10}$ of the largest signal.

## Singlet atoms

The symbols ¹S, ¹P, ²S and ²P denote atomic terms. I assume that $L$ and $S$ are good quantum numbers and that all states of a P term share one radial function.

For one active electron let $R$ be the radial integral of $r$ between the S and P functions. From $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,\sin\theta\,e^{\pm i\phi}$,

$$r_\pm=\frac{r\sin\theta\,e^{\pm i\phi}}{\sqrt2}=\mp r\sqrt{\frac{4\pi}3}\,Y_{1,\pm1}.$$

Since $Y_{00}=1/\sqrt{4\pi}$, the amplitudes from S to the P states with $M_L=\pm1$ are $\mp R/\sqrt3$. Each has strength $D=R^2/3$. For several electrons, $D$ denotes this strength, and the ratios below are unchanged.

**Proposition 1.** For ¹S→¹P, $\mathcal D=D$, $\mathcal A=2D$ and $\mathcal B=\mathcal C=0$.

*Proof.* Here $M=L_z$, the ground state has $M_{aa}=0$ and $g=1$. The upper states $M_L=+1$ and $-1$ have $\Delta_{ja}=+D$ and $-D$; the state $M_L=0$ is not reached. Thus

$$\mathcal D=\tfrac12(D+D)=D,\qquad \mathcal A=(+1)(D)+(-1)(-D)=2D,\qquad \mathcal C=0 .$$

$L_z$ multiplies each state $|LSM_LM_S\rangle$ by $M_L$, so it connects no two levels and $\mathcal B=0$. $\square$

The field raises the $M_L=+1$ state, which positive helicity reaches. The signal is $2Db(-f')$. For a line shape with a single maximum it is therefore positive above that maximum and negative below it; for a symmetric line the maximum is the line centre.

## Doublet atoms

Spin-orbit coupling $\zeta\,\mathbf L\cdot\mathbf S$ gives ²P the energies $\zeta/2$ for $J=3/2$ and $-\zeta$ for $J=1/2$. The splitting is $\Delta=E_{3/2}-E_{1/2}=3\zeta/2$, taken positive.

**Proposition 2.** For the two lines of ²S→²P:

| $J$ | $\mathcal D$ | $\mathcal A/\mathcal D$ | $\mathcal B/\mathcal D$ | $\mathcal C/\mathcal D$ |
|---|---|---|---|---|
| 1/2 | $D/3$ | $8/3$ | $+4/(3\Delta)$ | $+2$ |
| 3/2 | $2D/3$ | $7/3$ | $-2/(3\Delta)$ | $-1$ |

*Proof.* Write P states as $|M_L,\uparrow\rangle$ or $|M_L,\downarrow\rangle$. The top state is $|\tfrac32,\tfrac32\rangle=|1,\uparrow\rangle$. Applying $J_-=L_-+S_-$ gives $\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$. With the orthogonal combination,

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}|0,\uparrow\rangle+\sqrt{\tfrac13}|1,\downarrow\rangle,\qquad
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}|1,\downarrow\rangle-\sqrt{\tfrac13}|0,\uparrow\rangle .$$

The operator $M$ has the values 2, 1 and 0 on $|1,\uparrow\rangle$, $|0,\uparrow\rangle$ and $|1,\downarrow\rangle$. Its diagonal elements in the three coupled states are therefore $2$, $2/3$ and $1/3$. The ground states have $M_{aa}=+1$ for $\uparrow$ and $-1$ for $\downarrow$.

Light does not change the spin. Positive helicity thus takes $\uparrow$ to $|1,\uparrow\rangle$ and $\downarrow$ to $|1,\downarrow\rangle$:

- $\uparrow\;\to|\tfrac32,\tfrac32\rangle$ with strength $D$;
- $\downarrow\;\to|\tfrac32,\tfrac12\rangle$ with strength $D/3$;
- $\downarrow\;\to|\tfrac12,\tfrac12\rangle$ with strength $2D/3$.

Negative helicity drives the mirror transitions, with all magnetic quantum numbers reversed. There $M$ and $\Delta_{ja}$ both change sign, so every product of the two is repeated. This doubling cancels $1/g=1/2$, and it suffices to sum over the transitions listed. For $J=1/2$,

$$\mathcal D=\tfrac12\cdot\tfrac{2D}3=\tfrac D3,\qquad
\mathcal A=\left(\tfrac13+1\right)\tfrac{2D}3=\tfrac{8D}9,\qquad
\mathcal C=-(-1)\tfrac{2D}3=\tfrac{2D}3 .$$

For $J=3/2$,

$$\mathcal D=\tfrac12\left(D+\tfrac D3\right)=\tfrac{2D}3,\qquad
\mathcal A=(2-1)D+\left(\tfrac23+1\right)\tfrac D3=\tfrac{14D}9,$$

$$\mathcal C=-\left[D-\tfrac D3\right]=-\tfrac{2D}3 .$$

For $\mathcal B$, the field mixes the two states with magnetic quantum number $1/2$:

$$\langle\tfrac32,\tfrac12|M|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\cdot1\cdot\left(-\sqrt{\tfrac13}\right)=-\frac{\sqrt2}3 .$$

Both are reached from $\downarrow$, and the product of the two amplitudes is $\sqrt{2/3}\sqrt{1/3}\,D=\sqrt2D/3$. For $J=3/2$ the denominator is $E_{1/2}-E_{3/2}=-\Delta$, so

$$\mathcal B_{3/2}=-2\,\frac{(-\sqrt2/3)(\sqrt2D/3)}{-\Delta}=-\frac{4D}{9\Delta}.$$

For $J=1/2$ only the denominator changes sign, and $\mathcal B_{1/2}=+4D/(9\Delta)$. The ground term contributes nothing, since $M$ connects ²S to no other term. Division by $\mathcal D$ gives the table. $\square$

The signs of $\mathcal C$ follow from the populations. The field favours $\downarrow$. From $\downarrow$, the $J=1/2$ line absorbs positive helicity alone, while the $J=3/2$ line absorbs negative helicity with strength $D$ and positive helicity with $D/3$.

## What the doublet does as a whole

**Corollary (first moment).** Summed over both lines, and to first order in $b$,

$$\int\omega\,(S_+-S_-)\,d\omega=2Db\left(1-\frac{\Delta}{3kT}\right).$$

*Proof.* Integration by parts gives $\int\omega(-f')\,d\omega=1$, and $\int\omega f(\omega-\omega_J)\,d\omega=\omega_J$. The $\mathcal A$ terms contribute $8D/9+14D/9=22D/9$. The other coefficients are opposite in the two lines, so only the difference $\omega_{3/2}-\omega_{1/2}=\Delta$ survives:

$$\frac{22D}9-\frac{4D}{9\Delta}\Delta-\frac{2D}{3kT}\Delta=2D-\frac{2D\Delta}{3kT}.\qquad\square$$

Diagonalization in a weak field gives moments, in units of $bD$, of 1.9333, 1.3333, 0.0000 and −2.0000 for $\Delta/kT=0.1$, 1, 3 and 6, as the formula requires.

If the linewidth $w$ is much larger than $\Delta$, expand each $f(\omega-\omega_J)$ about the degeneracy-weighted mean transition energy $\bar\omega=(\omega_{1/2}+2\omega_{3/2})/3$, as $f-(\omega_J-\bar\omega)f'$. The terms in $f$ cancel because $\sum\mathcal B=\sum\mathcal C=0$. What remains is one derivative curve,

$$S_+-S_-\approx2Db\left(1-\frac{\Delta}{3kT}\right)(-f').$$

A derivative shape can thus depend on temperature: it hides two unresolved $\mathcal C$ terms of opposite sign. For $\Delta\ll kT$ the singlet result $2D$ returns, since the spin no longer matters. The neglected terms are smaller by a factor at most of order $\Delta/w$ (the first corrections from $\mathcal A$ and $\mathcal B$ cancel, leaving $bD\Delta^2f''/(9kT)$, so for $\Delta/kT\to0$ the factor is of order $(\Delta/w)^2$), unless $\Delta$ is close to $3kT$, where the leading term vanishes. In the test with $w=100\Delta$ and $kT=\Delta$, the largest error is 0.14% of the largest signal.

**Remark (saturation).** Let $b/kT$ be arbitrary while $b$ stays small against $w$ and $\Delta$. The ground states have energies $\pm b$, so $p_\downarrow-p_\uparrow=\tanh(b/kT)$. This replaces $b/kT$ in the $\mathcal C$ term. The $\mathcal A$ and $\mathcal B$ terms keep their values, because mirror transitions contribute equally to them and $p_\uparrow+p_\downarrow=1$.

## A worked example

Take model atoms with $R=3\,a_0$, hence $D=3\,a_0^2$, a mean transition energy of 0.1 hartree and $\Delta=0.002$ hartree. The line is a Gaussian of standard deviation $w=0.0002$ hartree. At 1 T and 10 K, $b=2.127\times10^{-6}$ hartree and $kT=3.167\times10^{-5}$ hartree. The zero-field peak cross-section of the singlet line is $172\,a_0^2$.

For a Gaussian, $-f'=(x/w^2)f$, with $x$ measured from the line centre. At $x=w$, the signal divided by the zero-field peak $\mathcal Df(0)$ is

$$b\,e^{-1/2}\left[\frac{\mathcal A}{\mathcal D\,w}+\frac{\mathcal B}{\mathcal D}+\frac{\mathcal C}{\mathcal D\,kT}\right],\qquad b\,e^{-1/2}=1.290\times10^{-6}\ \text{hartree}.$$

For ¹S→¹P this is $1.290\times10^{-6}\times2/0.0002=1.29\%$, and $-1.29\%$ at $x=-w$.

For the $J=1/2$ line the three parts are

$$1.290\times10^{-6}\left[\frac{8/3}{0.0002}+666.7+\frac{2}{3.167\times10^{-5}}\right]=1.720\%+0.086\%+8.148\%=9.95\%,$$

where diagonalization gives 9.94%. At $x=-w$ the first part changes sign and the sum is 6.51%. For $J=3/2$ the parts at $x=w$ are $1.505\%-0.043\%-4.074\%=-2.61\%$, and the sum at $x=-w$ is $-5.62\%$. At this temperature the $\mathcal C$ term is the largest part within one standard deviation of either centre, and the $\mathcal A$ term makes the lines lopsided. Relative to $f$, the $\mathcal A$ part grows in proportion to $x$, so it takes over in the wings: the $J=3/2$ signal changes sign where $(7/3)\,x/w^2=333.3+1/kT$, at $x\approx2.7w$.

At the line centres the $\mathcal A$ term vanishes. The signals there, in percent of the zero-field peak, are:

| $T$ (K) | $J$ | linear | with tanh | exact |
|---|---|---|---|---|
| 1 | 1/2 | 134.5 | 117.4 | 117.4 |
| 1 | 3/2 | −67.2 | −58.7 | −58.7 |
| 10 | 1/2 | 13.58 | 13.56 | 13.55 |
| 10 | 3/2 | −6.79 | −6.78 | −6.78 |
| 100 | 1/2 | 1.49 | 1.49 | 1.49 |
| 100 | 3/2 | −0.74 | −0.74 | −0.74 |

From 10 K to 100 K the $J=1/2$ signal falls by a factor of 9.1 rather than ten. The $\mathcal B$ part, $2.127\times10^{-6}\times666.7=0.14\%$, stays while the $\mathcal C$ part follows $1/T$. At 1 K, $b/kT=0.67$ is no longer small: the linear formula is too large, and the hyperbolic tangent corrects it. A signal above 100% is possible because the reference is the zero-field peak, which for these lines equals the in-field average over the two polarizations at any temperature, up to corrections that vanish with $b/\Delta$ and $b/w$. With all population in $\downarrow$, the $J=1/2$ line absorbs positive helicity only, with strength $2D/3$ against $\mathcal D=D/3$, and its signal approaches 200%, up to the same small corrections (200.1% for these parameters).

## Calculated quantities

```
pulse test, absorbed energy / cross-section formula: 1.000000
p->d model, max relative error of A+B+C formula: 4.4e-10
unresolved doublet, linewidth/splitting = 100: error 1.4e-03
first moment/(b D) at splitting/kT = 0.1: 1.9333
first moment/(b D) at splitting/kT = 1.0: 1.3333
first moment/(b D) at splitting/kT = 3.0: 0.0000
first moment/(b D) at splitting/kT = 6.0: -2.0000
radial integral R = 3.0 a0; D = R^2/3 = 3.000 a0^2
mean transition energy = 0.100 hartree
spin-orbit splitting = 0.0020 hartree
Gaussian standard deviation = 0.0002 hartree
field = 1.0 T; b = mu_B B = 2.1272e-06 hartree
temperature = 10 K; kT = 3.1668e-05 hartree; b/kT = 0.06717
singlet: zero-field peak cross-section = 172.4 a0^2
MCD signals below: (S+ - S-) / zero-field peak of that line, in percent
1S->1P: line centre 0.100000 hartree, D = 3.0000 a0^2
  A/D = 2.0000, B/D = 0.00 /hartree, C/D = 0.0000
  centre + 1 s.d.: A 1.2902, B 0.0000, C 0.0000 %
  centre + 1 s.d.: sum 1.2902 %, exact 1.2902 %
  centre - 1 s.d.: sum -1.2902 %, exact -1.2902 %
2S->2P(1/2): line centre 0.098667 hartree, D = 1.0000 a0^2
  A/D = 2.6667, B/D = 666.67 /hartree, C/D = 2.0000
  centre + 1 s.d.: A 1.7203, B 0.0860, C 8.1483 %
  centre + 1 s.d.: sum 9.9546 %, exact 9.9423 %
  centre - 1 s.d.: sum 6.5140 %, exact 6.5019 %
2S->2P(3/2): line centre 0.100667 hartree, D = 2.0000 a0^2
  A/D = 2.3333, B/D = -333.33 /hartree, C/D = -1.0000
  centre + 1 s.d.: A 1.5052, B -0.0430, C -4.0742 %
  centre + 1 s.d.: sum -2.6119 %, exact -2.6059 %
  centre - 1 s.d.: sum -5.6224 %, exact -5.6161 %
line centres at 1 K: b/kT = 0.67171, tanh = 0.58611
  J=1/2: linear 134.485 %, with tanh 117.363 %, exact 117.351 %
  J=3/2: linear -67.242 %, with tanh -58.682 %, exact -58.681 %
line centres at 10 K: b/kT = 0.06717, tanh = 0.06707
  J=1/2: linear 13.576 %, with tanh 13.556 %, exact 13.555 %
  J=3/2: linear -6.788 %, with tanh -6.778 %, exact -6.778 %
line centres at 100 K: b/kT = 0.00672, tanh = 0.00672
  J=1/2: linear 1.485 %, with tanh 1.485 %, exact 1.485 %
  J=3/2: linear -0.743 %, with tanh -0.743 %, exact -0.743 %
```
